# Lock-in phase correction and its uncertainty in pump-probe thermoreflectance

## What symmetry fixes

A lock-in amplifier reports a complex voltage whose argument contains an unknown instrumental phase $\varphi$ from cables, detector and electronics. Turning all data by an angle $\alpha$ must turn the estimate $\hat\varphi$ by $\alpha$, while multiplying them by a positive number must leave it alone. If the part of the data that carries the phase is a set of real numbers $x_j$ of either sign, all multiplied by $e^{i\varphi}$, their individual signs must not matter either. The simplest quantity with these properties is a sum of squares, which turns by $2\alpha$:

$$\hat\varphi=\tfrac12\arg\sum_j v_j^2 ,\qquad v_j=x_je^{i\varphi}.$$

This leaves $\varphi$ undetermined by $\pi$, which one known sign must settle. Dimensions fix the error in the same way. For noise $\sigma$ and signal $A$, both voltages, the phase error to leading order is a number times $\sigma/A$. It remains to find data that are real apart from the phase, and to find the number.

## The jump at zero delay is real

Pump pulses arrive with period $T$, and their energy is modulated sinusoidally at angular frequency $\omega_0$. The sample is linear and causal: one pulse produces a real reflectance response $h(\tau)$, with $h=0$ for $\tau<0$. We follow the component of the modulation proportional to $e^{i\omega_0 t'}$, where $t'$ is laboratory time.

Let the modulator stand before the delay stage, and let the stage advance the pump. Pulse $p$ then carries the factor $e^{i\omega_0pT}$ and arrives at $pT-t$, while probe pulse $n$ arrives at $nT$. The probe sees

$$\theta_n=\sum_p h(nT-pT+t)\,e^{i\omega_0pT}=e^{i\omega_0nT}Z(t),$$

where, with $q=n-p$ and $|t|<T$,

$$Z(t)=\sum_{q\ge0}h(qT+t)\,z^q,\qquad z=e^{-i\omega_0T}.$$

Terms with $q<0$ vanish by causality. The lock-in removes $e^{i\omega_0nT}$ and delivers $V=Ze^{i\varphi}$, plus noise and perhaps a constant pickup.

The pulse that crosses zero delay is the term $q=0$. Its weight is $z^0=1$, so

$$Z(0^+)-Z(0^-)=h(0^+),\qquad \operatorname{Im}Z(t)=-\sum_{q\ge1}h(qT+t)\sin(q\omega_0T).$$

The jump is real. The out-of-phase signal contains earlier pulses alone, at ages near $T$ or more. It is therefore smooth through zero, provided that fast signals have died out within $T$. Hot electrons and acoustic echoes enter through $q=0$ and change $\operatorname{Re}Z$. Finite pulse duration convolves $Z$ with a real kernel, which preserves the smoothness of $\operatorname{Im}Z$.

The position of the stage matters. If the probe is delayed instead, it reaches the detector at $nT+t$, the reference has advanced by $\omega_0t$, and the signal is $Ze^{-i\omega_0t}$. This is unchanged at $t=0$, so the out-of-phase part is still continuous, but its slope jumps by $-\omega_0h(0^+)$. The known factor should be removed before the phase is sought.

## From continuity to an estimator

Over a window much shorter than $T$, $\operatorname{Im}Z\simeq a+bt$. Fit a constant and a linear function of $t$ to the complex data by least squares and subtract them, leaving $v_j$. This removes the constant pickup and the whole of $a+bt$, so without noise $v_j=x_je^{i\varphi}$ with $x_j$ real.

With noise, choose the angle that makes the out-of-phase remainder smallest. Since $(\operatorname{Im}w)^2=\tfrac12(|w|^2-\operatorname{Re}w^2)$,

$$\sum_j\left[\operatorname{Im}(v_je^{-i\hat\varphi})\right]^2=\tfrac12\sum_j|v_j|^2-\tfrac12\operatorname{Re}\Big(e^{-2i\hat\varphi}\sum_jv_j^2\Big).$$

The minimum makes the last bracket real and positive, which is the formula found from symmetry. Of the two solutions, take the one for which the corrected in-phase signal jumps in the direction given by the known sign of the thermoreflectance coefficient. Shifting the origin of $t$ changes only the constant that is subtracted, so the phase estimate does not need the precise position of zero delay. The later fit of the thermal model does need it.

## Phase noise

Let each quadrature have independent white noise of standard deviation $\sigma$. After rotation by $-\varphi$ the data are $x_j+n_j$, and

$$\sum_j(x_j+n_j)^2\simeq\sum_jx_j^2+2\sum_jx_jn_j .$$

The argument of this sum is its imaginary part over its real part. Half of it is the phase error

$$\delta=\frac{\sum_jx_j\operatorname{Im}n_j}{\sum_jx_j^2},\qquad \sigma_\varphi=\frac{\sigma}{\sqrt{\sum_jx_j^2}} .$$

The projection of the noise does not alter the numerator, because $x_j$ is already orthogonal to $1$ and $t$.

For a step of height $A$, centred in a window of length $L$ with $N$ points, subtracting the mean leaves $\pm A/2$, with squared sum $NA^2/4$. Its overlap with $t$ is $(A/2)\sum|t_j|\simeq NAL/8$, and $\sum t_j^2\simeq NL^2/12$. The line therefore removes $(NAL/8)^2/(NL^2/12)=3NA^2/16$, and

$$\sum_jx_j^2\simeq\frac{NA^2}{16},\qquad \sigma_\varphi\simeq\frac{4\sigma}{A\sqrt N}.$$

A second estimator takes the argument of the mean after zero minus the mean before it. Each mean has variance $2\sigma^2/N$, so the phase error is $2\sigma/(A\sqrt N)$, half as large. The price is a bias: the means lie $L/2$ apart, and the slope $b$ of the out-of-phase signal is mistaken for a jump, giving $bL/(2A)$. Averaging reduces the noise but not this bias.

## From phase to fitted properties

Write $Z=X+iY$ and $R=-X/Y$. If $\hat\varphi=\varphi+\delta$, the corrected signal is $Ze^{-i\delta}$. To first order $X$ changes by $Y\delta$ and $Y$ by $-X\delta$. Hence

$$\delta\ln R=\frac{Y}{X}\delta+\frac{X}{Y}\delta=-\left(R+\frac1R\right)\delta .$$

The sensitivity is smallest, 2, at $R=1$. One $\delta$ acts at all delays, so it must not be treated as independent scatter.

Let the parameters be $\mathbf p=(\ln\Lambda,\ln G)$, for substrate conductivity and interface conductance, and let $J$ be the derivative of $\ln R$ with respect to them. Independent noise gives the diagonal covariance $D$, with entries $\sigma^2(1/X^2+1/Y^2)$. Setting the derivative of the weighted squared residual to zero gives, for a small data change $\mathbf r$,

$$\delta\mathbf p=K\mathbf r,\qquad K=MJ^TD^{-1},\qquad M=(J^TD^{-1}J)^{-1}.$$

Noise alone contributes $KDK^T=M$. With $u_i=-(R_i+1/R_i)$, the phase error shifts the parameters by $K\mathbf u\,\delta$. If the phase window and the fit window share no data, the two errors are independent and

$$\operatorname{Cov}(\mathbf p)=M+\sigma_\varphi^2(K\mathbf u)(K\mathbf u)^T .$$

One may instead fit $\delta$ together with $\mathbf p$, adding $\delta^2/\sigma_\varphi^2$ to the squared residual. For Gaussian errors this is the same as weighting with $C=D+\sigma_\varphi^2\mathbf u\mathbf u^T$. For given $\delta$ the best parameters are $K(\mathbf r-\mathbf u\delta)$, so only $\mathbf u_\perp=(I-JK)\mathbf u$ can reveal $\delta$. Its information adds to the prior information, and $\sigma_\varphi^2$ in the covariance is replaced by

$$\frac{\sigma_\varphi^2}{1+\sigma_\varphi^2\,\mathbf u_\perp^TD^{-1}\mathbf u_\perp}.$$

The two contributions still add, because $KD(I-JK)^TD^{-1}=K-MJ^TD^{-1}=0$ makes their errors uncorrelated. If a phase error looks just like a change of parameters, $\mathbf u_\perp=0$ and nothing is gained.

## A thermal model for the fit

Take a film of uniform temperature and areal heat capacity $c$, an interface conductance $G$, and a half-space of volumetric heat capacity $C_s$, with heat flowing in one dimension. In the half-space the Laplace-transformed temperature decays as $\exp(-y\sqrt{sC_s/\Lambda})$ with depth $y$. The flux at its surface is thus $e\sqrt s$ times the surface temperature, with effusivity $e=\sqrt{\Lambda C_s}$. Interface and half-space act in series, so a unit heat pulse gives

$$H(s)=\left[cs+\left(\frac1G+\frac1{e\sqrt s}\right)^{-1}\right]^{-1}.$$

Set $x=\sqrt s$, $a+b=G/e$ and $ab=G/c$. Clearing fractions,

$$H=\frac{x+a+b}{c\,x(x+a)(x+b)}=\frac1{c(b-a)}\left[\frac{b}{x(x+a)}-\frac{a}{x(x+b)}\right].$$

The second form follows from $b(x+b)-a(x+a)=(b-a)(x+a+b)$. To invert it, let $f(t)=w(a\sqrt t)$ with $w(y)=e^{y^2}\operatorname{erfc}y$. Differentiation gives $f'=a^2f-a/\sqrt{\pi t}$ with $f(0)=1$. Its transform $F$ obeys $sF-1=a^2F-a/\sqrt s$, so $F=1/[x(x+a)]$. Therefore

$$h(t)=\frac{b\,w(a\sqrt t)-a\,w(b\sqrt t)}{c(b-a)},\qquad h(0^+)=\frac1c .$$

The roots may be complex conjugates; $h$ is still real. If they coincide, the limit $b\to a$ must be taken.

At late times $h$ falls as $t^{-1/2}$, so the pulse sum converges slowly. For the tail $S=\sum_{j\ge0}f_jz^j$, multiplying by $1-z$ and collecting powers gives

$$S=\frac{f_0}{1-z}+\frac{z}{1-z}\sum_{j\ge0}(f_{j+1}-f_j)z^j .$$

Repeating this replaces the tail by higher differences, each step bringing a further factor $z/(1-z)$. The terms shrink rapidly only if the number of direct terms times $|1-z|\simeq\omega_0T$ is large compared with the number of steps. At 80 MHz repetition, 40 direct terms and six steps give $\operatorname{Im}Z$ at 100 ps to about $10^{-8}$ for 9.8 MHz modulation, but only to 2% at 1 MHz, and fail at 0.5 MHz; slower modulation needs proportionally more direct terms. The example sums 40 terms directly and uses six such steps.

For models known in frequency, note that $\sum_qh(qT+t)e^{-i\omega_0(qT+t)}$ is periodic in $t$. With $\omega_s=2\pi/T$ and $H(\omega)$ the response at $s=i\omega$, its Fourier coefficients are $H(\omega_0+m\omega_s)/T$, so

$$Z(t)=\frac{e^{i\omega_0t}}T\sum_mH(\omega_0+m\omega_s)e^{im\omega_st}.$$

## Worked example: aluminium on sapphire

Engineering units are used. The film is 80 nm thick with $c=0.1944$ J/(m² K); the substrate has $\Lambda=35$ W/(m K) and $C_s=3.10$ MJ/(m³ K), and $G=100$ MW/(m² K). These are rough typical values near room temperature. The pulses repeat at 80 MHz, so $T=12.5$ ns, and the modulation is at 9.8 MHz. The thermal jump is set to 100 µV and the noise per quadrature to 0.1 µV.

An explicit train of 24,000 pulses, with a lock-in average over the last 16,000, tests the pulse sum at delays of $-40$ and $+100$ ps. The largest difference is $4\times10^{-9}$ of the jump.

Between $-10$ and $+10$ ps the in-phase signal rises from 0.80 to 100.29 µV, while the out-of-phase signal moves only from $-13.892$ to $-13.879$ µV. The phase is found from 100 points between $-49.5$ and $49.5$ ps, giving

$$\sigma_\varphi\simeq\frac{4\times0.1}{100\times\sqrt{100}}=0.40\ \text{mrad}=0.023^\circ .$$

The test data also contain an electronic spike of 30% of the jump with a 0.5 ps decay time, an echo of $-3\%$ at 25 ps, and a pulse blur of 0.3 ps rms. Without noise, the estimator misses the set phase of 2.2 rad by 0.02 µrad. With a film of finite conductivity, 160 W/(m K), spots of 10 µm radius, a blur of 1 ps rms, and no added spike or echo, it misses by 0.1 µrad.

The difference of means has a standard error of 0.20 mrad. The slope of 0.647 µV/ns over 50 ps simulates a jump of 0.032 µV; divided by the in-phase difference of means, 98.6 µV, this is a bias of 0.33 mrad. Its root-mean-square error, $\sqrt{0.20^2+0.33^2}\simeq0.39$ mrad, is about that of the projected estimator. At this noise level neither is clearly better; with more averaging the projection wins, because its error continues to fall.

Leaving the factor $e^{-i\omega_0t}$ in the data costs 0.03 mrad in the centred window, but 0.52 mrad in a window from $-19.5$ to $79.5$ ps. For a pure step the kink is proportional to $t$ for $t>0$ and zero before, that is, to $(t+|t|)/2$. The fit removes $t$, and the even function $|t|$ is orthogonal to the odd step in a centred window. In the ratio data no such cancellation helps: at 3600 ps the factor turns the signal by 222 mrad.

The ratio is fitted at 24 delays between 100 and 3600 ps, with film and substrate heat capacities held fixed. At 100 ps, $R=96.08/13.82=6.95$ and $R+1/R=7.10$, so a phase error of $+1$ mrad lowers $R$ by 0.71%. At 3600 ps, $R=2.63$ and the change is 0.30%. After fitting, $+1$ mrad shifts $\Lambda$ by $-1.37\%$ and $G$ by $-0.31\%$. The standard errors are therefore

$$\frac{\sigma_\Lambda}{\Lambda}=\sqrt{(0.371\%)^2+(1.374\times0.400\%)^2}=0.66\%,$$

$$\frac{\sigma_G}{G}=\sqrt{(0.791\%)^2+(0.313\times0.400\%)^2}=0.80\%.$$

The phase supplies about 70% of the variance of $\Lambda$, but only about 2% of that of $G$. In absolute terms the errors are 0.23 W/(m K) and 0.80 MW/(m² K).

Weighting with the correlated covariance leaves these figures almost unchanged. By the formula for the reduced phase variance, the ratio data add at most about one per cent to the information on $\delta$: within their noise, a phase error passes for a change of $\Lambda$ and $G$.

In 400 simulated measurements, each with a phase estimate and a nonlinear fit, the spreads were 0.43 mrad, 0.71% in $\Lambda$ and 0.86% in $G$. They exceed the predictions by about 7%, within the 15% allowed by the test. A standard deviation from 400 trials is itself uncertain by about $1/\sqrt{800}=3.5\%$, so the excess is roughly two standard errors. The neglected term $\sum n_j^2$ cannot explain it for the phase: its contribution is of order $\sigma^2\sqrt N/\sum x_j^2\simeq2$ µrad. The fits start at the true parameters, so these trials examine local errors, not the search for a distant minimum.

## What the phase error does not contain

In this example the simplifications of the thermal model matter more than the phase uncertainty. Shifts in this section, as in the output, are 100 times the change of $\ln\Lambda$ or $\ln G$, written as percentages. For small shifts this is the relative change; a logarithmic shift of 6.7% is a relative change of 7.0%. The model with finite film conductivity absorbs the heat and reads the temperature at the outer surface of the film; the shifts depend on this choice. Data generated with it, but fitted with the uniform-film model, shift $\Lambda$ by $+2.6\%$ and $G$ by $-1.2\%$. Adding lateral spreading, for pump and probe spots of 10 µm radius at $1/e^2$ intensity, brings the shifts to $+6.7\%$ and $-1.6\%$. With the heat deposited uniformly through the film and read at the surface, the one-dimensional shifts become $+1.3\%$ and $-1.4\%$, and with the film average read as well, $0.0\%$ and $-1.7\%$; lateral spreading adds about $+4.1\%$ to the shift of $\Lambda$ in each case. A layered model with the actual spots should then replace the simple one. A film 3% thicker than assumed shifts $\Lambda$ by $-5.9\%$ and $G$ by $-3.0\%$, so for these settings the thickness needs more care than the phase.

Constant pickup needs its own measurement, for instance with the pump blocked after the modulator, if the pickup is electrical. The projection removes it from the phase estimate, but not from $R$. An out-of-phase pickup of $+0.1$ µV, equal to the noise of one point, shifts $\Lambda$ by $+1.7\%$ and $G$ by $-0.5\%$.

Heating also limits linearity. For absorbed power $P=10$ mW and equal spots of radius $r_0$, pump and probe each contribute $e^{-k^2r_0^2/8}$ at lateral wavenumber $k$, and the half-space responds as $1/(\Lambda k)$. Neglecting the small effects of the film and the interface, the mean steady rise is

$$\frac{P}{2\pi\Lambda}\int_0^\infty e^{-k^2r_0^2/4}\,dk=\frac{P}{2\sqrt\pi\,\Lambda r_0}=8.1\ \text{K}.$$

The probe-weighted fluence is $PT/(\pi r_0^2)$, which divided by $c$ gives a rise of 2.0 K per pulse, averaged over the modulation; at full modulation the strongest pulses give twice as much. These rises are small beside room temperature, but the fitted properties belong to the heated sample. The numerical output below gives the remaining intermediate values.

## Calculated quantities

```
Repetition 80.0 MHz, modulation 9.8 MHz
Pulse period 12.50 ns
Film thickness 80 nm, conductivity 160 W/(m K)
Heat capacity: film 2.43, substrate 3.10 MJ/(m3 K)
Film areal heat capacity 0.1944 J/(m2 K)
Substrate Lambda 35.0 W/(m K), G 100 MW/(m2 K)
Jump 100 uV, noise per quadrature 0.10 uV
Instrument phase 2.2000 rad = 126.05 deg
Phase window -49.5 to 49.5 ps, 100 points
Lock-in simulation minus pulse sum, per jump: 3.8e-09
Frequency sum minus pulse sum, per jump: 5.8e-06
t -10 ps: in 0.798 uV, out -13.892 uV, R 0.057, R+1/R 17.456
t 10 ps: in 100.289 uV, out -13.879 uV, R 7.226, R+1/R 7.364
t 100 ps: in 96.079 uV, out -13.822 uV, R 6.951, R+1/R 7.095
t 1000 ps: in 66.869 uV, out -13.281 uV, R 5.035, R+1/R 5.233
t 3600 ps: in 31.642 uV, out -12.018 uV, R 2.633, R+1/R 3.013
Out-of-phase slope at zero delay 0.6467 uV/ns
Noise-free phase bias, lumped film 0.024 urad
Noise-free phase bias, conducting film 0.125 urad
Difference-of-means bias 0.3279 mrad, from slope 0.3279 mrad
Difference-of-means standard error 0.2028 mrad
Stage factor left in, centred window: 0.0313 mrad
Stage factor left in, window -19.5 to 79.5 ps: 0.5246 mrad
Stage phase at longest delay 221.7 mrad
Phase standard error 0.3995 mrad = 0.0229 deg
Phase standard error, ideal step 0.4000 mrad
Phase standard deviation, 400 trials 0.4272 mrad
Fit window 100 to 3600 ps, 24 delays
Shift per +1 mrad phase error: Lambda -1.374 %, G -0.313 %
Refit shift for +0.5 mrad: Lambda -0.686 %, G -0.156 %
Std. error, noise only: Lambda 0.371 %, G 0.791 %
Std. error, noise and phase: Lambda 0.663 %, G 0.801 %
Monte Carlo, noise and phase: Lambda 0.706 %, G 0.861 %
Std. error, correlated weighting: Lambda 0.662 %, G 0.801 %
Monte Carlo, correlated weighting: Lambda 0.704 %, G 0.860 %
First trial: phase 2.20007 rad, Lambda 35.088 W/(m K), G 98.66 MW/(m2 K)
Total std. error, correlated weighting: Lambda 0.232 W/(m K), G 0.801 MW/(m2 K)
Neglected film conduction, shift: Lambda 2.605 %, G -1.223 %
Spot radius 10 um, absorbed power 10 mW
Film conduction and lateral spreading, shift: Lambda 6.741 %, G -1.592 %
Film 3 % thicker than assumed, shift: Lambda -5.912 %, G -2.956 %
Out-of-phase pickup +0.1 uV, shift: Lambda 1.664 %, G -0.543 %
Steady heating 8.06 K, rise per pulse 2.05 K
```
